# Local current density across a thick metal film with diffuse surfaces: a program that tests the result

```python
"""
Current density j(z) across a metal film 0 < z < d with diffuse surfaces.
Result under test, for a free-electron metal and a field E in the plane:
    j(z)/j0 = 1 - (3/4) [S(z/lam) + S((d-z)/lam)],   j0 = n tau E,
    S(x) = integral_0^1 (1-u^2) exp(-x/u) du = E_2(x) - E_4(x).
At a surface j/j0 = 1/2 - (3/4) S(d/lam), which tends to 1/2 for d >> lam.
Symbols: k_F Fermi wave number, v_F Fermi speed, tau relaxation time,
lam = v_F tau mean free path, n electron density, kappa = d/lam,
E_n exponential integrals, u = |v_z|/v_F. Hartree atomic units.
The independent side is a finite-difference solution of the Boltzmann
equation, summed over directions on the Fermi sphere.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expn
from scipy.constants import physical_constants

k_F = 0.75
tau = 1000.0
field = 1.0e-9
v_F = k_F                      # electron mass is 1
lam = v_F * tau
density = k_F**3 / (3 * np.pi**2)
j_bulk = density * tau * field

# Directions of one hemisphere: Gauss nodes in u, uniform azimuth.
nodes, weights = np.polynomial.legendre.leggauss(40)
u = 0.5 * (nodes + 1)
n_phi = 8
phi = 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi
v_normal = np.repeat(v_F * u, n_phi)
v_x = (v_F * np.sqrt(1 - u**2)[:, None] * np.cos(phi)[None, :]).ravel()
solid_angle = np.repeat(0.5 * weights * 2 * np.pi / n_phi, n_phi)
current_weight = -k_F**2 / (4 * np.pi**3 * v_F) * solid_angle * v_x


def march(kappa, steps):
    """Current of one hemisphere against distance from the surface it left.

    Trapezoidal steps of |v_z| dPhi/ds + Phi/tau = -E v_x, Phi(0) = 0.
    """
    step = kappa * lam / steps
    a = v_normal / step
    factor = (a - 0.5 / tau) / (a + 0.5 / tau)
    source = -field * v_x / (a + 0.5 / tau)
    deviation = np.zeros_like(v_x)
    current = np.zeros(steps + 1)
    for i in range(1, steps + 1):
        deviation = factor * deviation + source
        current[i] = current_weight @ deviation
    return current


def S(x):
    return expn(2, x) - expn(4, x)


def profile_formula(x, kappa):
    return 1 - 0.75 * (S(x) + S(kappa - x))


# Bulk current: Fermi-sphere sum of the uniform solution against n tau E.
bulk_sum = 2 * (current_weight @ (-field * tau * v_x))
assert abs(bulk_sum / j_bulk - 1) < 1e-12

# Surface value for several thicknesses.
steps = 20000
surface_rows = []
for kappa in (1.0, 2.0, 5.0, 10.0):
    leaving = march(kappa, steps)        # electrons moving towards +z
    arriving = leaving[::-1]             # mirror image: towards -z
    ratio = (leaving + arriving) / j_bulk
    deficit = 0.5 - ratio[0]
    assert abs(deficit / (0.75 * S(kappa)) - 1) < 1e-3
    assert 0 < deficit <= 0.5 * np.exp(-kappa)
    mid_deficit = 1 - ratio[steps // 2]
    assert 0 < mid_deficit <= np.exp(-kappa / 2)
    mean_numeric = np.sum(0.5 * (ratio[1:] + ratio[:-1])) / steps
    mean_formula = (1 - 3 / (8 * kappa)
                    + 1.5 / kappa * (expn(3, kappa) - expn(5, kappa)))
    assert abs(mean_numeric - mean_formula) < 1e-5
    surface_rows.append((kappa, ratio[0], deficit, mean_numeric))

# The last film, kappa = 10, is the worked example.
x_grid = np.linspace(0, kappa, steps + 1)
sample_x = (0.1, 0.25, 0.5, 1.0, 2.0, 5.0)
profile_rows = []
for x in sample_x:
    i = int(round(x / kappa * steps))
    # Tolerance covers the angular quadrature and the finite step.
    assert abs(ratio[i] - profile_formula(x, kappa)) < 2e-5
    assert abs(leaving[i] / j_bulk - (0.5 - 0.75 * S(x))) < 2e-5
    profile_rows.append((x, leaving[i] / j_bulk,
                         arriving[i] / j_bulk, ratio[i]))

# Monotonic rise from the surface to the midplane.
assert np.all(np.diff(ratio[:steps // 2 + 1:100]) > 0)

# Distances at which the current has recovered.
recovery = []
for level in (0.90, 0.99):
    x_level = brentq(lambda x: profile_formula(x, kappa) - level,
                     1e-6, kappa / 2)
    assert abs(np.interp(x_level, x_grid, ratio) - level) < 2e-5
    recovery.append((level, x_level))

# Near-surface expansion for a thick film against direct quadrature.
expansion_rows = []
for x in (0.1, 0.01, 0.001):
    integral = quad(lambda c: (1 - c * c) * np.exp(-x / c), 0, 1,
                    epsabs=1e-13, epsrel=1e-12, limit=300)[0]
    direct = 1 - 0.75 * (2 / 3 * 0 + integral) - 0.0
    series = (0.5 + 0.75 * x * (np.log(1 / x) + 0.5 - np.euler_gamma)
              + 0.75 * x**2)
    # The first omitted term is of order x^3 ln(1/x).
    assert abs(direct - series) < x**3 * np.log(1 / x)
    expansion_rows.append((x, direct, series, (direct - 0.5) / x))
slopes = [row[3] for row in expansion_rows]
gain = 0.75 * np.log(10)
assert abs((slopes[2] - slopes[1]) / gain - 1) < 0.01

# Current missing at one surface of a thick film, as a bulk layer.
layer = quad(lambda x: 0.75 * S(x), 0, 60, points=[0.1, 1, 5],
             epsabs=1e-11, limit=300)[0]
assert abs(layer - 3 / 16) < 1e-8

bohr_nm = physical_constants["Bohr radius"][0] * 1e9
j_unit = (physical_constants["atomic unit of current"][0]
          / physical_constants["Bohr radius"][0]**2)

print(f"Fermi wave number k_F = {k_F:.2f} a.u.")
print(f"relaxation time tau = {tau:.0f} a.u.")
print(f"field E = {field:.1e} a.u.")
print(f"electron density n = {density:.6f} a.u.")
print(f"mean free path = {lam:.1f} bohr = {lam * bohr_nm:.2f} nm")
print(f"thickness d = {kappa * lam:.0f} bohr"
      f" = {kappa * lam * bohr_nm:.1f} nm")
print(f"drift ratio E tau / k_F = {field * tau / k_F:.3e}")
print(f"bulk j0 = {j_bulk:.5e} a.u. = {j_bulk * j_unit:.4e} A/m^2")
j_surface = ratio[0] * j_bulk
print(f"surface j = {j_surface:.5e} a.u."
      f" = {j_surface * j_unit:.4e} A/m^2")
print(f"surface, leaving share / j0 = {leaving[0] / j_bulk:.6f}")
print(f"surface, arriving share / j0 = {arriving[0] / j_bulk:.6f}")
print("Boltzmann solution by thickness (dimensionless):")
print("d/lam, surface j/j0, half minus surface, mean j/j0")
for row in surface_rows:
    print(f"{row[0]:5.1f}  {row[1]:.6f}  {row[2]:.3e}  {row[3]:.5f}")
print("profile for d/lam = 10 (dimensionless):")
print("z/lam, share moving to +z, share moving to -z, j/j0")
for row in profile_rows:
    print(f"{row[0]:5.2f}  {row[1]:.4f}  {row[2]:.4f}  {row[3]:.4f}")
for level, x_level in recovery:
    print(f"j/j0 = {level:.2f} at z/lam = {x_level:.4f},"
          f" z = {x_level * lam:.1f} bohr")
print("thick film near surface (dimensionless):")
print("z/lam, direct j/j0, expansion, (j/j0 - 1/2)/(z/lam)")
for row in expansion_rows:
    print(f"{row[0]:6.3f}  {row[1]:.7f}  {row[2]:.7f}  {row[3]:.4f}")
print(f"missing bulk layer per surface = {layer:.6f} lam"
      f" = {layer * lam:.2f} bohr")
print("checks complete")
```

Running it gives:

```
Fermi wave number k_F = 0.75 a.u.
relaxation time tau = 1000 a.u.
field E = 1.0e-09 a.u.
electron density n = 0.014248 a.u.
mean free path = 750.0 bohr = 39.69 nm
thickness d = 7500 bohr = 396.9 nm
drift ratio E tau / k_F = 1.333e-06
bulk j0 = 1.42483e-08 a.u. = 3.3702e+10 A/m^2
surface j = 7.12414e-09 a.u. = 1.6851e+10 A/m^2
surface, leaving share / j0 = 0.000000
surface, arriving share / j0 = 0.500000
Boltzmann solution by thickness (dimensionless):
d/lam, surface j/j0, half minus surface, mean j/j0
  1.0  0.453175  4.682e-02  0.68386
  2.0  0.490616  9.384e-03  0.81911
  5.0  0.499840  1.601e-04  0.92505
 10.0  0.500000  3.946e-07  0.96250
profile for d/lam = 10 (dimensionless):
z/lam, share moving to +z, share moving to -z, j/j0
 0.10  0.1739  0.5000  0.6739
 0.25  0.2861  0.5000  0.7861
 0.50  0.3789  0.5000  0.8789
 1.00  0.4532  0.5000  0.9532
 2.00  0.4906  0.5000  0.9906
 5.00  0.4998  0.4998  0.9997
j/j0 = 0.90 at z/lam = 0.5933, z = 445.0 bohr
j/j0 = 0.99 at z/lam = 1.9579, z = 1468.5 bohr
thick film near surface (dimensionless):
z/lam, direct j/j0, expansion, (j/j0 - 1/2)/(z/lam)
 0.100  0.6738933  0.6744027  1.7389
 0.010  0.5340339  0.5340347  3.4034
 0.001  0.5051237  0.5051237  5.1237
missing bulk layer per surface = 0.187500 lam = 140.62 bohr
checks complete
```
